\section*{Action of the GGA exchange-correlation kernel on a first-order density, part 1}

(Sections cited here and not found follow in the second part.)

\section{From a uniform density to the general kernel}

\subsection{A crystal that screens a perturbation}

Displace the atoms of an insulating crystal along a phonon, or apply a weak static field with a finite wavelength. The electrons respond by moving charge, and the moved charge changes the potential that the electrons feel. In Kohn--Sham theory part of that change is electrostatic. The rest comes from exchange and correlation: the potential $v_{\rm xc}$ depends on the density, so a first-order density $\delta n$ produces a first-order potential $\delta v_{\rm xc}$. A self-consistent calculation of the response needs this potential for each new estimate of $\delta n$.

For a local functional the change is a multiplication at each point. For a generalized gradient approximation (GGA) the energy also depends on the slope of the density, and the change of the potential contains gradients and divergences of both the unperturbed and the first-order density. The question is which terms appear, and with what signs and factors.

The setting is a static perturbation of a spin-unpolarized system that does not create a spin density. Hartree atomic units are used. The energy is
\begin{equation}
E_{\rm xc}[n]=\int f(n,\sigma)\,d\mathbf r,
\qquad \sigma=|\nabla n|^2 .
\label{eq:energy}
\end{equation}
Here $f$ is an energy per volume. Subscripts on $f$ denote partial derivatives, with $n$ and $\sigma$ treated as independent variables: $f_{n\sigma}=\partial^2 f/\partial n\,\partial\sigma$, for example. I assume $n>0$, a density smooth enough for the derivatives below, and an $f$ that is three times continuously differentiable (the divergences in the kernel act on second derivatives of $f$) in the range of $n$ and $\sigma$ that occurs.

\subsection{The simplest case: a ripple on a uniform density}

Start with a uniform density $n_0$ and add a small ripple $\eta(\mathbf r)$. The gradient of $n_0$ vanishes, so $\sigma=|\nabla\eta|^2$ is already of second order in the ripple. Expanding the integrand to second order gives
\begin{equation}
f(n_0+\eta,|\nabla\eta|^2)
=f+f_n\eta+\tfrac12 f_{nn}\eta^2+f_\sigma|\nabla\eta|^2+\cdots ,
\end{equation}
where all coefficients are taken at $(n_0,0)$ and are constants. The potential is the functional derivative of the energy with respect to $\eta$. Vary $\eta$ by $\zeta$. The last term changes by $2f_\sigma\nabla\eta\cdot\nabla\zeta$, and integration by parts over a periodic volume turns this into $-2f_\sigma\zeta\nabla^2\eta$. The potential is therefore $f_n+f_{nn}\eta-2f_\sigma\nabla^2\eta$ to first order. Its constant part $f_n$ belongs to the unperturbed system, and the response is
\begin{equation}
\delta v_{\rm xc}=f_{nn}\eta-2f_\sigma\nabla^2\eta .
\end{equation}
For a wave of wavevector $\mathbf q$, $\nabla^2\eta=-q^2\eta$. Hence
\begin{equation}
\delta v_{\rm xc}=K(q)\,\eta,
\qquad K(q)=f_{nn}(n_0,0)+2f_\sigma(n_0,0)\,q^2 .
\label{eq:uniform}
\end{equation}
The first part is the response of the local density approximation. The second measures the energy cost, or gain, of a slope. As $q\to0$ the ripple becomes locally a uniform shift of density, and the second part disappears.

\subsection{The uniform limit of PBE}

The Perdew--Burke--Ernzerhof functional (PBE) gives a definite value to $f_\sigma(n,0)$. Let $k_F=(3\pi^2n)^{1/3}$. Its exchange energy density is $f_{\rm x}=n\epsilon_{\rm x}F(s)$, with
\begin{equation}
\epsilon_{\rm x}=-\frac{3k_F}{4\pi},\qquad
s^2=\frac{\sigma}{4k_F^2n^2},\qquad
F=1+\mu s^2+O(s^4).
\end{equation}
Differentiation with respect to $\sigma$ at $\sigma=0$ gives
\begin{equation}
f_{{\rm x},\sigma}(n,0)
=-\frac{3k_Fn}{4\pi}\,\frac{\mu}{4k_F^2n^2}
=-\frac{3\mu}{16\pi k_Fn}
=-\frac{\beta\pi}{16k_Fn}.
\end{equation}
The last step uses the PBE choice $\mu=\beta\pi^2/3$, where $\beta$ is the gradient coefficient in its correlation part. For small gradients that part adds $n\beta t^2$ to the local correlation energy density, where $t^2=\sigma/(4k_s^2n^2)$ and $k_s^2=4k_F/\pi$. Thus
\begin{equation}
f_{{\rm c},\sigma}(n,0)
=n\beta\,\frac{\pi}{16k_Fn^2}
=+\frac{\beta\pi}{16k_Fn}.
\end{equation}
The two cancel. In the linear response of a uniform, unpolarized density, PBE has the same exchange-correlation kernel as its local part. This is a property of the PBE parameters; another GGA can have a $q^2$ term in Eq.~\eqref{eq:uniform}. It also says nothing yet about a nonuniform density, where $f_\sigma$ is needed at $\sigma\ne0$.

\subsection{The potential for an arbitrary density}

To go beyond the uniform case, first derive the full potential. Let $n\to n+\lambda\eta$. Then
\begin{equation}
|\nabla n+\lambda\nabla\eta|^2
=\sigma+2\lambda\nabla n\cdot\nabla\eta+\lambda^2|\nabla\eta|^2 ,
\label{eq:sigmaexpand}
\end{equation}
and the first derivative of the energy at $\lambda=0$ is
\begin{equation}
\frac{dE_{\rm xc}}{d\lambda}
=\int\left[f_n\eta+2f_\sigma\nabla n\cdot\nabla\eta\right]d\mathbf r .
\end{equation}
The product rule gives
\begin{equation}
2f_\sigma\nabla n\cdot\nabla\eta
=\nabla\cdot(2f_\sigma\eta\nabla n)
-\eta\,\nabla\cdot(2f_\sigma\nabla n).
\end{equation}
The integral of the total divergence is a surface term. It vanishes when all fields are periodic over the integration volume, or when the flux $2f_\sigma\eta\nabla n$ through a distant surface tends to zero. What multiplies the arbitrary $\eta$ is the potential:
\begin{equation}
v_{\rm xc}=f_n-\nabla\cdot(2f_\sigma\nabla n).
\label{eq:potential}
\end{equation}
The factor 2 comes from differentiating the square of the gradient, and the minus sign from the integration by parts.

\subsection{The uniform limit from finite differences}

Equation~\eqref{eq:potential} contains first derivatives of $f$. It therefore gives a way to obtain the response without using the second derivatives. For a direction $d(\mathbf r)$ in the space of densities, define the central difference
\begin{equation}
D(h)=\frac{v_{\rm xc}[n+hd]-v_{\rm xc}[n-hd]}{2h}.
\end{equation}
In the Taylor series of the numerator the even powers of $h$ cancel. If the required higher derivatives exist, $D(h)=\delta v_{\rm xc}+Ch^2+O(h^4)$, where $C$ does not depend on $h$. Since $D(h/2)=\delta v_{\rm xc}+Ch^2/4+O(h^4)$, the combination
\begin{equation}
D_{\rm ext}=\frac{4D(h/2)-D(h)}{3}
\label{eq:extrap}
\end{equation}
removes the error of order $h^2$.

Apply this to PBE at $n_0=0.03\ \mathrm{bohr}^{-3}$, with $h=0.01$. The directions are a uniform shift $d=n_0$ and a wave $d=n_0\cos Gx$, where $G=1.2566\ \mathrm{bohr}^{-1}$. Spatial derivatives are taken by Fourier transformation on a periodic grid. The shift gives $K(0)$; projection of the second response on the cosine gives $K(G)$. In units of $\mathrm{hartree\,bohr^3}$, the exchange values are $-3.400$ and $-4.835$, and the correlation values are $-0.241$ and $1.194$.

The formula for the $q^2$ part predicts a size $\beta\pi G^2/(8k_Fn_0)=1.435$. Indeed $-3.400-1.435=-4.835$ for exchange and $-0.241+1.435=1.194$ for correlation. The total is $-3.641$ at both wavevectors. The cancellation thus appears in the potential itself, where neither $f_{nn}$ nor the small-gradient expansion has been supplied to the numerical calculation.

\subsection{Linearizing the potential around a nonuniform density}

Now let both the density and its perturbation vary in space. Put $n\to n+\lambda\,\delta n$ in Eq.~\eqref{eq:potential} and collect the terms linear in $\lambda$. From Eq.~\eqref{eq:sigmaexpand},
\begin{equation}
\delta\sigma=2\nabla n\cdot\nabla\delta n .
\label{eq:dsigma}
\end{equation}
The quantity $|\nabla\delta n|^2$ carries $\lambda^2$ and does not enter. The chain rule then gives
\begin{align}
\delta f_n&=f_{nn}\delta n+f_{n\sigma}\delta\sigma,\\
\delta f_\sigma&=f_{n\sigma}\delta n+f_{\sigma\sigma}\delta\sigma .
\end{align}
The flux inside the divergence is a product. Both factors change:
\begin{equation}
\delta(2f_\sigma\nabla n)
=2(\delta f_\sigma)\nabla n+2f_\sigma\nabla\delta n .
\end{equation}
Substitution gives the action of the kernel,
\begin{align}
\delta v_{\rm xc}={}&f_{nn}\delta n+f_{n\sigma}\delta\sigma
-\nabla\cdot(2f_{n\sigma}\delta n\nabla n)\notag\\
&-\nabla\cdot(2f_{\sigma\sigma}\delta\sigma\nabla n)
-\nabla\cdot(2f_\sigma\nabla\delta n).
\label{eq:five}
\end{align}
The first two terms are the change of $f_n$. The next two arise because the coefficient $f_\sigma$ changes while the old gradient stays in place. The last arises because the gradient changes while the old coefficient stays in place. All five are first order.

\subsection{Three limits of the five terms}

\paragraph{Uniform density.} With $\nabla n=0$, Eq.~\eqref{eq:dsigma} gives $\delta\sigma=0$. The two divergences containing $\nabla n$ vanish as well. The remaining terms reproduce Eq.~\eqref{eq:uniform}. This limit sees neither $f_{n\sigma}$ nor $f_{\sigma\sigma}$, so it cannot fix their factors.

\paragraph{Rigid translation.} Moving the whole density by a small distance along $-x$ gives $\delta n=\partial_xn$ per unit displacement. The potential must move with it. In this case
\begin{equation}
\delta\sigma=2\nabla n\cdot\nabla\partial_xn=\partial_x\sigma .
\end{equation}
The chain rule turns $\delta f_n$ into $\partial_xf_n$ and $\delta f_\sigma$ into $\partial_xf_\sigma$. Equation~\eqref{eq:five} becomes
\begin{equation}
\delta v_{\rm xc}
=\partial_xf_n-\nabla\cdot\partial_x(2f_\sigma\nabla n)
=\partial_xv_{\rm xc},
\end{equation}
as required. All five terms take part. If one that is nonzero is omitted, a uniform displacement of a crystal no longer carries its exchange-correlation potential along unchanged.

\paragraph{Scaling the density.} Suppose, for this limit, that $f(\alpha n,\alpha^2\sigma)=\alpha f(n,\sigma)$; the function $\sigma/n$ is an example. The energy is then proportional to $\alpha$ when $n\to\alpha n$, and its functional derivative does not change. The response to $\delta n=n$ must be zero. Differentiating the scaling relation with respect to $\alpha$ at $\alpha=1$ gives $nf_n+2\sigma f_\sigma=f$. Further derivatives with respect to $n$ and $\sigma$ give
\begin{align}
nf_{nn}+2\sigma f_{n\sigma}&=0,\\
nf_{n\sigma}+2\sigma f_{\sigma\sigma}+f_\sigma&=0.
\end{align}
For $\delta n=n$, $\delta\sigma=2\sigma$. The first relation cancels the two terms without a divergence. The second cancels the sum of the three fluxes, which is $2(nf_{n\sigma}+2\sigma f_{\sigma\sigma}+f_\sigma)\nabla n$. The factor 2 in $\delta\sigma$ is needed for the first cancellation when $f_{n\sigma}\ne0$ and for the second when $f_{\sigma\sigma}\ne0$. The example $\sigma/n$ has $f_{\sigma\sigma}=0$ and tests only the first; $\sigma^2/n^3$, which obeys the same scaling, tests both.

\subsection{A compact form and its meaning}

Two of the five terms contain $f_{n\sigma}$. Expand the divergence in the third term of Eq.~\eqref{eq:five}:
\begin{align}
-\nabla\cdot(2f_{n\sigma}\delta n\nabla n)
={}&-2\delta n\,\nabla\cdot(f_{n\sigma}\nabla n)\notag\\
&-2f_{n\sigma}\nabla n\cdot\nabla\delta n .
\end{align}
Its last part cancels the second term of Eq.~\eqref{eq:five}, which is $+2f_{n\sigma}\nabla n\cdot\nabla\delta n$. Therefore
\begin{equation}
\delta v_{\rm xc}=a\,\delta n-\nabla\cdot(B\nabla\delta n),
\label{eq:compact}
\end{equation}
where
\begin{align}
a&=f_{nn}-2\nabla\cdot(f_{n\sigma}\nabla n),\\
B&=2f_\sigma\,\mathbf 1+4f_{\sigma\sigma}\nabla n\,\nabla n^{\mathsf T}.
\end{align}
The scalar $a(\mathbf r)$ is the response to a constant shift of density, since the second term in Eq.~\eqref{eq:compact} then vanishes. The symmetric matrix $B(\mathbf r)$ turns the slope of $\delta n$ into a flux $B\nabla\delta n$. The potential receives minus the divergence of this flux, so a slope contributes only where the flux varies in space. For a slope perpendicular to $\nabla n$ its eigenvalue is $2f_\sigma$; along $\nabla n$ it is $2f_\sigma+4\sigma f_{\sigma\sigma}$. The difference has a simple origin: to first order, a perpendicular slope does not change the length of the gradient.

The kernel remains semilocal. The potential at a point depends on $\delta n$ and its first two derivatives at that point. Density changes elsewhere influence it through the self-consistent response, not directly through $\delta v_{\rm xc}$.

\subsection{Where the smoothness assumptions matter}

A functional that varies as $c\sqrt\sigma$ near zero gradient gives the flux $2f_\sigma\nabla n=c\nabla n/|\nabla n|$. Its direction is undefined where the gradient vanishes, and the linearization above does not apply there. A density cusp at a point nucleus also needs care. If $\nabla n$ tends to a constant times the radial unit vector $\hat{\mathbf r}$ and $f_\sigma$ tends to a nonzero constant, then $\nabla\cdot\hat{\mathbf r}=2/r$ produces a $1/r$ term in the GGA potential. The smooth periodic density used below has no cusp. Its gradient does vanish at its maxima, minima and saddle points, but PBE depends on the gradient through $s^2$ and $t^2$, both proportional to $\sigma$, and has finite derivatives at $\sigma=0$, so the flux goes to zero smoothly there.

\section{Bloch perturbations, screening and finite differences}

\subsection{Results carried forward}

The exchange-correlation energy is $\int f(n,\sigma)\,d\mathbf r$, with $\sigma=|\nabla n|^2$, in a spin-unpolarized system. Subscripts on $f$ are partial derivatives at the unperturbed density. The potential and its first-order change are
\begin{align}
v_{\rm xc}={}&f_n-\nabla\cdot(2f_\sigma\nabla n),
\label{eq:v2}\\
\delta v_{\rm xc}={}&f_{nn}\delta n+f_{n\sigma}\delta\sigma
-\nabla\cdot\bigl[2(f_{n\sigma}\delta n\notag\\
&+f_{\sigma\sigma}\delta\sigma)\nabla n
+2f_\sigma\nabla\delta n\bigr],
\label{eq:k2}
\end{align}
with $\delta\sigma=2\nabla n\cdot\nabla\delta n$. The same action can be written $a\,\delta n-\nabla\cdot(B\nabla\delta n)$, where $a=f_{nn}-2\nabla\cdot(f_{n\sigma}\nabla n)$ and $B=2f_\sigma\mathbf1+4f_{\sigma\sigma}\nabla n\nabla n^{\mathsf T}$. Numerical derivatives with steps $h$ and $h/2$ are combined as $[4D(h/2)-D(h)]/3$ to remove their error of order $h^2$.

The first-order change of a GGA potential is now known for a general smooth density, in a five-term form and an equivalent compact form. It remains to extend it to perturbations with a wavevector $\mathbf q$, to place it in the screening equation, and to test it numerically on a nonuniform density.
